Blatt's lattice-dilation correction to the Friedel sum rule, part 2

A solute that does not fit its site in a metal pushes host ions outward, and so changes the charge that the conduction electrons must screen. Part 1 found this charge. We now ask how the electrons screen it and what resistivity follows.

The host has valence Z_h, atomic volume Ω and lattice parameter a. The solute has valence Z_s and atomic fraction c, and swells the crystal by s = (3/a) da/dc per unit atomic fraction. Each solute pushes the host volume vΩ out of any large surrounding sphere, with v = s/γ. The elastic factor γ removes the extra expansion due to the crystal's free surface, called the image expansion. In an isotropic host with Poisson's ratio ν, γ = 3(1 − ν)/(1 + ν). The defect charge is

Z_eff = Z_s − Z_h − Z_h v   (15)

in units of e. Positive Z_eff attracts electrons. In an isotropic host the displacement around the solute is radial and equal to C/r², with

v = 4πC/Ω.   (5)

For a cubic host with bulk modulus B,

γ_cubic = 1/(B⟨g⟩).   (14)

Here ⟨g⟩ is the average of g(n) = n·Γ(n)⁻¹·n over the directions of the unit vector n, and Γ is the acoustic tensor:

Γ_ii = C₁₁n_i² + C₄₄(1 − n_i²)   (no sum),

Γ_ij = (C₁₂ + C₄₄)n_i n_j   for i ≠ j.

The example uses C₁₁ = 3.7 GPa, C₁₂ = 3.1 GPa and C₄₄ = 1.9 GPa. They give B = 3.300 GPa, a Hill average shear modulus of 0.933 GPa, γ = 1.3770 and γ_cubic = 1.3565.

The table at the end also lists checks made in Part 1: the ions lost from a smooth window on the lattice, with and without image strain; finite-element tests of γ and of the volume displaced locally; and the cubic flux through a sphere, computed in real space and divided by its Fourier value.

**The electrons gathered by a scatterer**

Assume free conduction electrons of mass m, two spin states, zero temperature and a spherical potential U(r) that vanishes beyond a short range. Electrons of angular momentum l and wavevector k have a radial function u_l(r)/r. In this part u_l is a wavefunction, not a displacement. It obeys

u_l″ + [k² − l(l + 1)/r² − 2mU/ħ²]u_l = 0.   (16)

Far from the solute, u_l = sin φ with

φ = kr − lπ/2 + δ_l(k).

The phase shift δ_l is zero without the potential and positive for a weak attraction.

To find how much of the wave lies within a radius R, differentiate equation (16) with respect to k. With y = ∂u_l/∂k,

y″ + [k² − l(l + 1)/r² − 2mU/ħ²]y + 2ku_l = 0.

Multiply this by u_l, multiply equation (16) by y, and subtract. The square brackets cancel:

d/dr (u_l y′ − y u_l′) = −2k u_l².

Both functions vanish at r = 0, so

∫₀ᴿ u_l² dr = (1/2k)[y u_l′ − u_l y′] at r = R.   (17)

At large R, u_l′ = k cos φ and y = (R + dδ_l/dk) cos φ. Differentiating u_l′ with respect to k gives y′ = cos φ − k(R + dδ_l/dk) sin φ. Equation (17) becomes

∫₀ᴿ u_l² dr = ½(R + dδ_l/dk) − sin(2φ)/(4k).   (18)

The free wave has the same form with δ_l = 0. The potential therefore adds ½ dδ_l/dk and a term that oscillates with R.

Now put the system in a large sphere of radius L. The normalized radial functions are √(2/L) u_l, and the allowed k are spaced by π/L. There are 2(2l + 1) states for each k and l. Up to the Fermi wavevector k_F, the change in the number of electrons within R is

ΔN = Σ_l 2(2l + 1) ∫₀^{k_F} dk (L/π)(2/L)[½ dδ_l/dk + oscillating term].

If there are no bound states and δ_l(0) = 0, the first term integrates to

ΔN = (2/π) Σ_l (2l + 1)δ_l(k_F).   (19)

Subtracting the free wave, the oscillating term in the square bracket is −sin δ_l cos(2kR − lπ + δ_l)/(2k). Its integral over k has a contribution from k_F that falls as 1/R and changes sign when R grows by π/(2k_F). Averaging over a smooth outer boundary removes it in the limit of a wide boundary.

A deep well may bind electrons. Equation (19) still holds if δ_l(k_F) is followed continuously as the well is deepened from zero. To see this, count levels in the large sphere, where k_F L − lπ/2 + δ_l(k_F) = pπ, with p an integer, whenever a level lies at k_F. The levels move continuously, and a bound state is one of them that has moved down. The number below k_F changes when a level crosses k_F, on average by the change of δ_l(k_F)/π for each state of given l, orientation and spin.

In a metal the potential adjusts until the defect is screened, so ΔN = Z_eff. The Friedel sum rule with the lattice correction is

(2/π) Σ_l (2l + 1)δ_l(k_F) = Z_s − Z_h − Z_h s/γ.   (20)

To leading order in the solute fraction, k_F is that of the host.

**From phase shifts to resistivity**

The sum rule fixes one weighted sum of phase shifts. The resistivity depends on another combination. The scattering amplitude at angle ϑ is

f(ϑ) = (1/k_F) Σ_l (2l + 1)A_l P_l(cos ϑ),   A_l = exp(iδ_l) sin δ_l.

An electron scattered through ϑ loses the fraction 1 − cos ϑ of its forward momentum, so the transport cross-section is

σ_tr = 2π ∫₋₁¹ |f|²(1 − x) dx,   x = cos ϑ.

Two integrals of Legendre polynomials are needed:

∫ P_l² dx = 2/(2l + 1),

∫ x P_l P_{l+1} dx = 2(l + 1)/[(2l + 1)(2l + 3)].

The second follows from (2l + 1)xP_l = (l + 1)P_{l+1} + lP_{l−1}. Writing S_l = sin δ_l, we obtain

σ_tr = (4π/k_F²) Σ_l [(2l + 1)S_l² − 2(l + 1)S_l S_{l+1} cos(δ_l − δ_{l+1})].

Since 2l + 1 = (l + 1) + l, the first sum equals Σ(l + 1)(S_l² + S_{l+1}²). The identity

S_l² + S_{l+1}² − 2S_l S_{l+1} cos(δ_l − δ_{l+1}) = sin²(δ_l − δ_{l+1})

then gives

σ_tr = (4π/k_F²) Σ_l (l + 1) sin²(δ_l − δ_{l+1}).   (21)

The density of solutes is c/Ω, so an electron with Fermi velocity ħk_F/m loses its drift momentum at the rate

1/τ = (c/Ω)(ħk_F/m)σ_tr.

The electron density is n = Z_h/Ω. In a field the mean drift velocity has magnitude eτ/m times the field, hence ρ = m/(ne²τ) and

ρ = cħk_Fσ_tr/(Z_h e²).   (22)

This assumes independent solutes and is linear in c.

**A monovalent solute in a potassium-like host**

Potassium suits the example because its conduction electrons are nearly free. The rough parameters are a = 0.53 nm, Z_h = 1 and the elastic constants used in Part 1. The solute is a model: it is monovalent, and s = 0.20 is chosen.

The body-centred cubic cell holds two atoms, so Ω = a³/2 = 0.07444 nm³. Then k_F = (3π²/Ω)^{1/3} = 7.354 nm⁻¹, and the Fermi energy is 2.061 eV. With γ = 1.3770,

v = 0.20/1.3770 = 0.1452,

Z_eff = 1 − 1 − 0.1452 = −0.1452.

To obtain a resistivity we need a potential. Take a square barrier with the radius of the atomic sphere, b = 0.2610 nm, and adjust its height U to satisfy equation (20). Inside, the radial wave is j_l(qr) with q² = k² − 2mU/ħ². Outside it is cos δ_l j_l(kr) − sin δ_l n_l(kr), where j_l and n_l are spherical Bessel functions. Equating the logarithmic derivatives at b gives

tan δ_l = [k j_l′(kb)j_l(qb) − q j_l′(qb)j_l(kb)] / [k n_l′(kb)j_l(qb) − q j_l′(qb)n_l(kb)].

Primes here denote derivatives with respect to the argument. The required height is 0.2048 eV, and

δ₀ = −0.11015,   δ₁ = −0.03221,   δ₂ = −0.00390.

These three contribute

(2/π)[−0.11015 − 3(0.03221) − 5(0.00390)] = −0.144.

Higher l bring the sum to −0.1452. As a test of equation (19), the change of electron density was integrated from the wavefunctions, with a weight equal to one up to 2 nm and zero beyond 8 nm. The result was −0.1452 electrons.

The first two terms of equation (21) give

(4π/7.354²)[sin²(0.07794) + 2 sin²(0.02831)] = 0.00178 nm².

The full sum is 0.001790 nm². With ħ/e² = 4108 Ω, one atomic percent of solute gives

ρ = 0.01 × 4108 Ω × 7.354 nm⁻¹ × 0.001790 nm²
= 0.541 Ω nm = 0.054 μΩ cm.

Valence difference alone would put zero on the right of equation (20), and this one-parameter barrier would then vanish.

For a divalent solute with the same swelling and potential radius, the correction reduces Z_eff from 1 to 0.8548. The potential is now a well, and the resistivity at one atomic percent falls from 1.62 to 1.26 μΩ cm, or by 22 percent. In this model, then, the same swelling raises the resistivity of the monovalent solute and lowers that of the divalent one.

**What the sum rule leaves open**

The directionally averaged charge is much better determined than the resistivity. With the cubic elastic factor, Z_eff is −0.1474 and the barrier model gives 0.056 μΩ cm, a change of about 3 percent. With the original charge but a barrier radius 1.3 times larger, the result is 0.020 μΩ cm. The sum rule is satisfied in both cases.

The Born approximation shows why. For a momentum change ħq, write U(q) for the Fourier transform of the potential. To lowest order in U,

σ_tr = [m²/(4π²ħ⁴)] ∫ |U(q)|²(1 − cos ϑ) dΩ_s,

where dΩ_s is the element of solid angle. Since q² = 2k_F²(1 − cos ϑ), we have dΩ_s = 2πq dq/k_F² after integration around the axis. Thus

σ_tr = [m²/(4πħ⁴k_F⁴)] ∫₀^{2k_F} q³|U(q)|² dq.   (23)

To this order the screening charge fixes U at q = 0, where the factor q³ vanishes. This is accurate to about 3 percent for the two barriers above, but not for the deeper divalent well. The resistivity depends on U at nonzero q, up to 2k_F.

To estimate that part, give the displaced host ions a screened potential

W(q) = −4πκZ_h cos(qr_c)/(q² + k_s²),

where κ = e²/(4πε₀), k_s is the Thomas–Fermi screening wavevector and r_c is the radius of an empty core, inside which the bare ion exerts no potential. The solute is given the same ion potential. In a continuous medium, displacement changes the structure sum by −iq·u(q)/Ω. The transform of C r/r³ is −4πiCq/q², so the change is −4πC/Ω = −v at every q, and U(q) = −vW(q). One atomic percent then gives 0.12 μΩ cm for r_c = 0 and 0.023 μΩ cm for the rough potassium value r_c = 0.11 nm.

A sum over ions at the actual lattice sites, displaced by the isotropic field C/r² and with r_c = 0.11 nm, gives 0.0053 μΩ cm. Refining the directions, the q mesh and the range of the sum together changed this by 0.5 percent. Core radii of 0.10 and 0.12 nm give 0.0075 and 0.0047 μΩ cm. These sums are first order in the displacement; keeping the full displacement turns 0.0053 into 0.0052 μΩ cm, and static Lindhard screening in place of Thomas–Fermi screening turns it into 0.0060 μΩ cm.

The isotropic field is a serious simplification here. If the ions are displaced instead by the elastic field of the cubic constants in Part 1, with the same s and r_c = 0.11 nm, the sum gives about 0.047 μΩ cm to first order in the displacement, nine times as much. The nearest neighbours then move four times as far as in the isotropic field, and keeping the full displacement gives 0.045 μΩ cm. At first order, Lindhard screening gives 0.054 μΩ cm, and core radii of 0.10 and 0.12 nm give 0.066 and 0.041 μΩ cm. Even that value uses continuum elasticity down to the nearest neighbours, where it is not reliable. A calculation for a real alloy needs the relaxed positions of the ions near the solute.

Part of the reduction found with the isotropic field can be understood from the absence of host ions near the origin. If the continuous medium begins at r₀, averaging over directions gives the structure change

−v ∫_{r₀}^∞ q j₁(qr) dr = −v j₀(qr₀),

because j₁ = −j₀′. It tends to −v when qr₀ is small, as the sum rule requires. At q = k_F and r₀ = b, however, j₀ is 0.49, which reduces |U(q)|² to 0.24 of its value for the unbroken medium. The value at q = 2k_F matters little here, because for r_c = 0.11 nm the factor cos(qr_c) nearly vanishes there. The lattice sum also contains the directional effects of discrete sites; their separate share was not computed.

**Use for real metals**

The lattice parameter, elastic constants and core radius above are rough values for potassium, while s belongs to no particular alloy. The estimates quoted above run from 0.005 to 0.12 μΩ cm at one atomic percent, and this spread is not an error bound, so 0.054 μΩ cm is not a prediction for a material. It concerns the residual resistivity at low temperature, whereas the elastic constants used are close to room-temperature values; low-temperature constants would raise γ by several percent. At room temperature lattice vibrations give potassium a resistivity of roughly 7 μΩ cm, more than a hundred times the barrier result. The mean free path from the solute alone, Ω/(cσ_tr) = 4160 nm, would correspondingly shrink to about 30 nm. Thermal smearing of the Fermi surface is a smaller matter: at 300 K the thermal energy is 0.0125 of the Fermi energy.

In a metal with partly filled d bands, Z_h and Z_s are not simply numbers of free electrons, and the size of that change is not estimated here. Equation (20) also fails to apply as written when solutes cluster, when their strain fields interact appreciably, or when the solute carries a magnetic moment, since the two spins then have different phase shifts.

In an implementation, s must be the slope of atomic volume against atomic fraction in the dilute limit, and γ must use the host's elastic constants, through equation (14) when a cubic host is strongly anisotropic. The resulting Z_eff is a constraint on a scattering potential. The radius and shape of that potential need separate information, and their effect on the resistivity should be reported with the result. Most of the computed values are collected in the numerical output below.

Values computed for the example and the checks

```
Lattice parameter, rough K: 0.53 nm
Elastic C11, rough K: 3.7 GPa
Elastic C12, rough K: 3.1 GPa
Elastic C44, rough K: 1.9 GPa
Host valence: 1
Chosen swelling s: 0.20
Relative lattice-parameter slope s/3: 0.0667
Atomic volume: 0.07444 nm^3
Atomic-sphere radius: 0.2610 nm
Fermi wavevector: 7.354 nm^-1
Fermi energy: 2.061 eV
Bulk modulus: 3.300 GPa
Hill shear modulus: 0.933 GPa
Poisson ratio: 0.3708
Elastic factor gamma: 1.3770
Gamma from finite elements: 1.3770
Local/hole volume, finite elements: 0.99998
Displaced volume fraction v: 0.1452
Displacement strength C: 0.000860 nm^3
Lattice ion loss, no image: 0.1452
Lattice ion loss, with image: 0.1452
Effective charge, monovalent solute: -0.1452 e
Integrated electron excess: -0.1452 electrons
Barrier height: 0.2048 eV
Phase shift l=0: -0.11015 rad
Phase shift l=1: -0.03221 rad
Phase shift l=2: -0.00390 rad
Transport cross-section: 0.001790 nm^2
Resistivity at 1 at.%: 0.0541 micro-ohm cm
Mean free path at 1 at.%: 4158.3 nm
Resistivity, radius times 1.3: 0.0195 micro-ohm cm
Effective charge, divalent solute: 0.8548 e
Divalent resistivity, no correction: 1.6196 micro-ohm cm
Divalent resistivity, corrected: 1.2616 micro-ohm cm
Elastic anisotropy ratio: 6.33
Cubic elastic factor: 1.3565
Cubic flux, real/Fourier: 1.00000
Cubic effective charge: -0.1474 e
Cubic-charge resistivity: 0.0558 micro-ohm cm
Born resistivity, point ion: 0.1215 micro-ohm cm
Empty-core radius, rough K: 0.11 nm
Born resistivity, empty core: 0.0234 micro-ohm cm
Born strained lattice, core 0.11 nm: 0.0053 micro-ohm cm
Born strained lattice, core 0.10 nm: 0.0075 micro-ohm cm
Born strained lattice, core 0.12 nm: 0.0047 micro-ohm cm
Strained-lattice convergence shift: 0.505 %
Thermal energy/Fermi energy at 300 K: 0.0125
```
